# Implicit Simulation of Quasi-Reversible Cyclic Voltammetry and Nicholson's Peak Separation

## The physical question

A flat electrode stands in a still solution containing an oxidized species O. Its potential is swept at a constant rate to negative values and back. On the way out O is reduced to R, and the current rises, then falls as the solution near the surface is depleted. On the way back the accumulated R is oxidized and gives a peak of opposite sign. If electron transfer is slow, each peak needs an additional driving potential, so the distance between the peaks carries information on the rate constant.

Nicholson's working curve turns this distance into a rate constant. Its classical entry for kinetic parameter one is 84 mV. The calculation below gives 83.1 mV under the conditions stated here: agreement to about 1 mV, but not to the last digit of the classical value. An error analysis is needed to say whether the difference comes from the discretization.

## The model and its scaling

The reaction is $\mathrm{O}+e^-\rightleftharpoons\mathrm{R}$, with both species dissolved. Transport is by planar diffusion into a practically infinite solution, with equal diffusivities $D$. Migration, convection, solution resistance and double-layer charging are left out. Initially the concentration of O is $c_b$ and that of R is zero.

Let $E$ be measured from the formal potential, and let
$$\theta=\frac{FE}{RT}.$$
Cathodic flux is positive. The Butler–Volmer law is
$$j=k_0\left[e^{-\alpha\theta}C_O-e^{(1-\alpha)\theta}C_R\right]_{x=0},$$
where $k_0$ is the standard rate constant and $\alpha$ the transfer coefficient. At zero flux it gives $C_O/C_R=e^\theta$, the Nernst relation.

With scan rate $v$, set $\sigma=Fv/(RT)$ and define
$$\tau=\sigma t,\qquad X=x\sqrt{\sigma/D},\qquad c=C/c_b,\qquad J=\frac{j}{c_b\sqrt{D\sigma}}.$$
Then $\partial_tC=c_b\sigma\,\partial_\tau c$ and $D\,\partial_x^2C=c_b\sigma\,\partial_X^2c$, so Fick's law becomes
$$\partial_\tau c_O=\partial_X^2c_O,\qquad \partial_\tau c_R=\partial_X^2c_R.$$
Since $X$ points into the solution, consumption of O and production of R require
$$\partial_Xc_O(0)=J,\qquad \partial_Xc_R(0)=-J.$$
Dividing the rate law by $c_b\sqrt{D\sigma}$ leaves one kinetic number,
$$\Lambda=\frac{k_0}{\sqrt{D\sigma}}=\sqrt\pi\,\psi,\qquad
\psi=\frac{k_0}{\sqrt{\pi DFv/(RT)}}.$$
This $\psi$ is Nicholson's parameter for equal diffusivities. It compares the reaction rate with the rate at which diffusion can follow the scan. The current for electrode area $A$ is
$$i=FAj=FAc_b\sqrt{D\sigma}\,J.$$

Equal diffusivities remove one unknown. The function $w=c_O+c_R-1$ obeys the diffusion equation, starts at zero, vanishes far away and has zero gradient at the surface. Multiplying its equation by $w$ and integrating by parts gives
$$\frac{d}{d\tau}\int_0^\infty\frac{w^2}{2}\,dX=-\int_0^\infty(\partial_Xw)^2dX\le0.$$
The left integral starts at zero and cannot be negative, so $w=0$. Hence $c_R=1-c_O$. Writing $c=c_O$,
$$J=\Lambda e^{-\alpha\theta}\left[(1+e^\theta)c(0)-e^\theta\right].$$

The scan runs from $+200$ to $-141$ mV and back. At 298.15 K, $RT/F=25.693$ mV. The transfer coefficient is $\alpha=1/2$ unless another value is given. In scaled time $\theta$ changes at unit rate, first downward and then upward. Peak potentials are the extrema of the raw current, without baseline subtraction.

## The implicit scheme

Place nodes at $X_0=0$ and $X_{j+1}=X_j+h_j$, with $h_j=h_0\gamma^j$. The fine intervals lie where gradients are steep. Here $h_0=0.01$ and $\gamma=1.03$. The outer boundary, where $c=1$, is at or beyond $6\sqrt{\tau_{\rm end}}$. Even if the surface concentration were zero from the start, the depletion there would be at most $\operatorname{erfc}(3)\approx2\times10^{-5}$ of the bulk value. This requires 154 cells.

Each node represents a control volume bounded by the midpoints of its neighbouring intervals:
$$V_0=\frac{h_0}{2},\qquad V_j=\frac{h_{j-1}+h_j}{2}.$$
The amount stored in a volume changes by the difference of the fluxes through its faces. Backward Euler evaluates these fluxes at the new time. With step $\Delta$, new values $c_j$ and old values $\bar c_j$, the interior equation is
$$\frac{V_j}{\Delta}(c_j-\bar c_j)=\frac{c_{j+1}-c_j}{h_j}-\frac{c_j-c_{j-1}}{h_{j-1}}.$$
At the surface the second flux is the reaction flux. Define $K=\Lambda e^{-\alpha\theta}$ at the new potential. Then
$$\frac{V_0}{\Delta}(c_0-\bar c_0)=\frac{c_1-c_0}{h_0}-K\left[(1+e^\theta)c_0-e^\theta\right].$$
Collecting the new values on the left gives
$$\left[\frac{V_0}{\Delta}+\frac1{h_0}+K(1+e^\theta)\right]c_0-\frac{c_1}{h_0}
=\frac{V_0}{\Delta}\bar c_0+Ke^\theta.$$
For the interior nodes,
$$-\frac{c_{j-1}}{h_{j-1}}+\left[\frac{V_j}{\Delta}+\frac1{h_{j-1}}+\frac1{h_j}\right]c_j-\frac{c_{j+1}}{h_j}=\frac{V_j}{\Delta}\bar c_j.$$
In the last row $c_{j+1}=1$, and its term moves to the right.

Call the diagonal entries $b_j$ and the right sides $r_j$. Elimination can proceed from the bulk toward the electrode. Suppose row $j+1$ has been reduced to $b'_{j+1}c_{j+1}-c_j/h_j=r'_{j+1}$. Solving for $c_{j+1}$ and inserting it in row $j$ gives
$$b'_j=b_j-\frac1{h_j^2b'_{j+1}},\qquad
r'_j=r_j+\frac{r'_{j+1}}{h_jb'_{j+1}}.$$
The last row starts the recurrence with $b'=b$ and $r'=r$. At the electrode $c_0=r'_0/b'_0$. The other values follow from
$$c_{j+1}=\frac{r'_{j+1}+c_j/h_j}{b'_{j+1}}.$$
The work per time step is proportional to the number of cells.

After each solve, $J$ follows from $c_0$. Near a current extremum let $y_-,y_0,y_+$ be three successive currents. The parabola $y_0+bm+am^2$ through them has $b=(y_+-y_-)/2$ and $a=(y_+-2y_0+y_-)/2$. Its vertex, in steps from the middle point, is
$$m=-\frac{b}{2a}=\frac{y_--y_+}{2(y_--2y_0+y_+)}.$$
The switching potential is itself a time node, so no step straddles the reversal.

## Stability

Write the surface flux as $K(1+e^\theta)(c_0-p)$, where $p=e^\theta/(1+e^\theta)$ lies between zero and one. Let the old concentrations lie in $[0,1]$, and suppose the largest new value exceeded one. At that node both diffusion terms would supply nothing, and at the surface the reaction would remove material because $c_0>p$. The right side would be nonpositive, so the new value could not exceed the old one, a contradiction. The same argument at the smallest value excludes negative concentrations.

The difference of two numerical solutions obeys the same equations with $p=0$ and zero outer value. The argument then shows that its largest magnitude cannot grow. This holds for any positive $\Delta$ and $K$. Stability does not imply accuracy: a large step still displaces the peaks.

## Errors in space and time

The difference $(c_{j+1}-c_j)/h_j$ equals the gradient at the midpoint up to $h_j^2c'''/24$. The contributions at the two faces nearly cancel, and after division by the cell volume an error of second order remains. A second error arises because a node is not at the centre of its volume. Expanding $\partial_\tau c$ about the node gives
$$\int_{V_j}\partial_\tau c\,dX-V_j\partial_\tau c_j
\approx\frac{h_j^2-h_{j-1}^2}{8}\,\partial_X\partial_\tau c_j.$$
Since $h_j-h_{j-1}=(\gamma-1)h_{j-1}$, this error per unit volume is of size $(\gamma-1)h_j/4$ times the derivative. Refinement with $h_0\to h_0/2$ and $\gamma\to\sqrt\gamma$ roughly halves both factors, so this part also falls as the square of the spacing. At $\psi=1$ such a refinement changes the separation by 0.0006 mV.

The time error is larger and can be traced explicitly in the reversible limit, where kinetics are fast and the surface concentration is a prescribed function of time. For a component $e^{s\tau}$, diffusion gives $c_R=Be^{-\sqrt sX}e^{s\tau}$ and therefore $J=\sqrt s\,c_R(0)$. Backward Euler replaces $s$ by
$$s_\Delta=\frac{1-e^{-s\Delta}}{\Delta}=s-\frac{s^2\Delta}{2}+O(\Delta^2).$$
Taking the square root,
$$\sqrt{s_\Delta}=\sqrt s\left(1-\frac{s\Delta}{4}+O(\Delta^2)\right).$$
Multiplication by $1-s\Delta/4$ is, to first order, a time delay of $\Delta/4$. The cathodic peak moves to a more negative potential and the anodic peak to a more positive one, so the separation $S$ is too large by $\Delta/2$ in units of $RT/F$.

Halving the step should therefore reduce $S$ by $\Delta/4$. With 800 steps per half scan the potential step is $341/800=0.426$ mV, and the predicted change is 0.1066 mV. A simulation at $\psi=10^4$ gives 0.1073 mV.

At $\psi=1$ the surface concentration is no longer prescribed, so the order is tested numerically. For 400, 800 and 1600 steps per half scan, $S$ is 83.496, 83.283 and 83.178 mV. Successive changes have the ratio 2.04, close to the value two of a first-order error. If $S(\Delta)=S_0+a\Delta+O(\Delta^2)$, then
$$2S(\Delta/2)-S(\Delta)=S_0+O(\Delta^2).$$
Thus
$$S_0\approx2(83.178)-83.283=83.07\ \text{mV}.$$

## An independent integral equation

A calculation without a space grid can expose an error common to all the grids. In Laplace space, $J=\sqrt s\,c_R(0)$ gives $c_R(0)=J/\sqrt s$. The inverse transform of $s^{-1/2}$ is $1/\sqrt{\pi\tau}$, so
$$c_R(0,\tau)=\frac1{\sqrt\pi}\int_0^\tau\frac{J(u)}{\sqrt{\tau-u}}\,du.$$
Together with $J=K[1-(1+e^\theta)c_R(0)]$, this is a closed equation for the flux.

Let $J$ be linear between time nodes. A ramp $J=u$ has the integral
$$\frac1{\sqrt\pi}\int_0^\tau\frac{u\,du}{\sqrt{\tau-u}}=\frac{4\tau^{3/2}}{3\sqrt\pi}.$$
The hat function belonging to one node is a combination of three ramps with slopes $1/\Delta$, $-2/\Delta$ and $1/\Delta$, starting at successive nodes. The rate law gives a nonzero flux at the very start, because no R is present yet. This brief transient has no visible effect on the peak separation, so we set $J_0=0$. Addition of the hats then gives
$$c_{R,n}=g\left(J_n+\sum_{j=1}^{n-1}w_{n-j}J_j\right),\qquad g=\frac43\sqrt{\frac\Delta\pi},$$
$$w_k=(k+1)^{3/2}-2k^{3/2}+(k-1)^{3/2}.$$
If $H_n=g\sum_{j=1}^{n-1} w_{n-j}J_j$ is the known history, insertion in the rate law yields
$$J_n=\frac{K_n[1-(1+e^{\theta_n})H_n]}{1+K_n(1+e^{\theta_n})g}.$$
With 1500 steps per half scan the separation at $\psi=1$ is 83.08 mV, against 83.07 mV from the extrapolated grid solution. At $\psi=20$ both methods give 60.23 mV; at $\psi=0.1$ they give 210.67 and 210.68 mV.

The difference from the classical 84 mV is thus 0.9 mV, far larger than the numerical uncertainty found here. Under the stated conditions the model value rounds to 83 mV. The calculation does not determine where the classical figure acquired the difference.

## Fast and slow kinetics

For fast kinetics the surface follows the Nernst relation, $c_R=1/(1+e^\theta)$. On the forward scan $d\theta/d\tau=-1$, so
$$\frac{dc_R}{d\tau}=\frac{e^\theta}{(1+e^\theta)^2}=\frac1{4\cosh^2(\theta/2)}.$$
Writing $\sqrt s\,c_R=(sc_R)/\sqrt s$ and starting the scan far in the past,
$$J(\theta)=\frac1{\sqrt\pi}\int_0^\infty\frac{ds}{4\sqrt s\cosh^2[(\theta+s)/2]},$$
where $s$ is now elapsed time. Quadrature gives a peak of 0.4463 at $-28.49$ mV. The simulation at $\psi=10^4$ gives the same values to these digits.

Call this forward flux $G(\theta)$. After a deep reversal the surface concentration is
$$c_R=1-\frac1{1+e^{-\theta}}.$$
By linearity the reverse flux is $-G(-\theta)$ plus the decaying flux that would remain if $c_R$ had stayed at one. The decaying part has negative slope, which moves the anodic minimum to later time and more positive potential. Its slope vanishes as the switching potential recedes, and the separation tends to $2(28.49)=56.98$ mV. With switching at $-141$ mV the simulated value is 58.95 mV.

At $\psi=1$ the switching potential also matters. Moving it to $-200$ mV gives 82.56 mV, and at $-300$ and $-400$ mV the result is 82.4 mV. This is a shallow minimum rather than a limit: at $-800$ mV the separation has risen again to 82.6 mV. A working curve therefore needs a stated switching potential when millivolts matter.

For slow kinetics the back reaction is negligible near each peak. On the forward scan $J=\Lambda e^{-\alpha\theta}c_O$. Since
$$\Lambda e^{-\alpha\theta}=e^{-\alpha(\theta-\ln\Lambda/\alpha)},$$
a change in $\Lambda$ shifts the cathodic peak by $\delta\ln\Lambda/\alpha$. The anodic rate shifts its peak by $-\delta\ln\Lambda/(1-\alpha)$, provided the reversal lies well beyond the cathodic peak. Hence
$$\frac{dS}{d\ln\psi}\to-\frac{RT}{F}\frac1{\alpha(1-\alpha)}.$$
For $\alpha=1/2$ this is $-102.8$ mV. The computed curve shows the approach from fast to slow kinetics:

| $\psi$ | $S$ (mV) |
|---:|---:|
| 20 | 60.2 |
| 5 | 64.0 |
| 2 | 71.4 |
| 1 | 83.1 |
| 0.5 | 104.3 |
| 0.25 | 139.7 |
| 0.1 | 210.7 |

Between the last two entries the average slope is $-(210.7-139.7)/\ln2.5=-77.5$ mV, so the slow limit has not yet been reached. To follow the curve to much smaller $\psi$, the switching potential must also be made more negative, so that the reversal stays well beyond the cathodic peak. The return scan must also end at a more positive potential: at $\psi=0.01$ the anodic peak already lies beyond $+200$ mV.

## A laboratory example

Take a disk of radius 1.5 mm, a 1.0 mM solution, $D=7.0\times10^{-6}$ cm²/s and $v=0.1$ V/s. Then $\sigma=0.1/0.025693=3.892$ s⁻¹ and $\sqrt{D\sigma}=5.22\times10^{-3}$ cm/s. Choosing $\psi=1$ fixes
$$k_0=\sqrt\pi\,(5.22\times10^{-3})=0.00925\ \text{cm/s}.$$
The area is 0.0707 cm² and $c_b=10^{-6}$ mol/cm³, so the current unit $FAc_b\sqrt{D\sigma}$ is 35.60 µA. The scaled peaks 0.4209 and $-0.2576$ become 14.98 and $-9.17$ µA. They occur at $-41.9$ and $+41.2$ mV. The anodic peak is smaller in this raw signal because its current is measured from zero.

An explicit simulation in dimensional variables, treating O and R separately, gives the same peak currents and a separation of 83.11 mV. It therefore checks the scaling and the elimination of $c_R$.

To infer $k_0$ from a measured separation, the slope near $\psi=1$ is needed. Simulations at $\psi=0.9$ and 1.1 give $dS/d\ln\psi=-22.7$ mV. An error of $+1$ mV thus lowers the inferred $k_0$ by about 4.4 percent, with $D$, $v$ and $\alpha$ fixed. The transfer coefficient has a modest effect here: $S$ is 82.2 mV for $\alpha=0.3$ and 81.1 mV for $\alpha=0.7$, both below the value at one half.

These parameters are rough typical values for hexacyanoferrate on carbon in concentrated potassium chloride. The rate constant was set by $\psi=1$; on real carbon it depends strongly on surface preparation. Real cells also have resistance. An assumed 20 Ω raises the simulated separation by 0.68 mV, which would make the inferred $k_0$ about 3 percent too small. The direct voltage drop at the two peaks accounts for $20(14.98+9.17)\times10^{-3}=0.48$ mV. The remaining 0.2 mV is a change in the interfacial potentials at which the current has its extrema. Since the rate law and the diffusion equations are unchanged, it must come from the altered course of the interfacial potential, which no longer changes linearly in time.

Unequal diffusivities can be treated by the same integral relation. With $I$ the half-integral of the dimensional flux, $C_O=c_b-I/\sqrt{D_O}$ and $C_R=I/\sqrt{D_R}$. Define $e^{\theta'}=e^\theta\sqrt{D_O/D_R}$. The rate law becomes
$$j=k_0\left(\frac{D_O}{D_R}\right)^{\alpha/2}e^{-\alpha\theta'}
\left[c_b-(1+e^{\theta'})\frac{I}{\sqrt{D_O}}\right].$$
This is the equal-diffusivity problem with a shifted potential and a modified rate constant. For $D_R=0.85D_O$ the rate factor is $0.85^{-1/4}=1.041$. The slope above predicts a change of $-22.7\ln1.041=-0.9$ mV; the two-species simulation gives $-0.86$ mV.

An assumed double-layer capacitance of 20 µF/cm² adds a charging current of 0.141 µA, or 0.94 percent of the cathodic peak. If constant on each branch, it changes the height but not the position of an extremum. The diffusion length $\sqrt{D/\sigma}$ is 13.4 µm, 0.89 percent of the disk radius. By the end of the scan $\sqrt{Dt}$ is about five times larger, or about 5 percent of the radius. Edge diffusion is therefore a small correction to the current, but not a negligible one for $S$. A first-order estimate for a disk of radius $a$ with uniform surface concentration adds $DC_R(0)/a$ to the mean flux. This raises $S$ by about 1 mV here, so the planar curve would make the inferred $k_0$ roughly 5 percent too small. The model also assumes that R stays dissolved. Metal deposition, where the product forms a solid phase, needs a different surface condition and a different working curve.

The main simulation results are listed in the numerical output.

## Calculated quantities

```
thermal voltage RT/F: 25.693 mV
start, switching potential: 200, -141 mV
grid: first interval 0.01, growth 1.03, cells 154
psi=1, 400 steps per half scan (0.852 mV each): separation 83.496 mV
psi=1, 800 steps per half scan (0.426 mV each): separation 83.283 mV
psi=1, 1600 steps per half scan (0.213 mV each): separation 83.178 mV
ratio of successive changes: 2.036
psi=1 extrapolated separation: 83.07 mV
change on halving the space intervals: 0.0006 mV
psi=1 cathodic peak: -41.91 mV, scaled flux 0.4209
psi=1 anodic peak: 41.16 mV, scaled flux -0.2576
working curve psi=20: separation 60.23 mV
working curve psi=5: separation 64.03 mV
working curve psi=2: separation 71.41 mV
working curve psi=1: separation 83.07 mV
working curve psi=0.5: separation 104.28 mV
working curve psi=0.25: separation 139.68 mV
working curve psi=0.1: separation 210.68 mV
integral equation psi=20: 60.23 mV
integral equation psi=1: 83.08 mV
integral equation psi=0.1: 210.67 mV
reversible peak, quadrature: -28.49 mV, scaled flux 0.4463
reversible peak, simulation: -28.49 mV, scaled flux 0.4463
reversible separation: 58.95 mV
reversible, 800 to 1600 steps: change 0.1073 mV, delay rule 0.1066 mV
psi=1, switching at -200 mV: 82.56 mV
psi=1, switching at -300 mV: 82.38 mV
psi=1, switching at -400 mV: 82.39 mV
psi=1, alpha=0.3: separation 82.21 mV
psi=1, alpha=0.7: separation 81.08 mV
slope of separation against ln psi at psi=1: -22.70 mV
relative k0 error per +1 mV: -4.41 percent
example: D 7.0e-06 cm2/s, scan rate 0.1 V/s, concentration 1.0 mM
example: disk radius 1.5 mm, area 0.0707 cm2
example: k0 for psi=1: 0.00925 cm/s
example: current unit 35.60 uA
example: implicit peak currents 14.98, -9.17 uA
example: explicit peak currents 14.98, -9.17 uA
example: explicit separation 83.11 mV
neglected: 20 ohm adds 0.68 mV
neglected: D_R = 0.85 D_O changes separation by -0.864 mV
neglected: charging current at 20 uF/cm2: 0.141 uA, 0.94 percent of peak
neglected: diffusion length 13.4 um, 0.89 percent of radius
```
